# Two-level truncation of a double well in Coulomb and dipole gauges, part 1

(Sections cited here and not found follow in the second part.)

## Question

A charged particle in a double well has a tunnelling doublet that lies far below all its other levels. One cavity mode is tuned near the doublet splitting. The Coulomb-gauge and dipole-gauge Hamiltonians of this system are related by a unitary transformation and have the same spectrum. When each is projected on the two lowest matter levels, the projections disagree, and they disagree strongly once the coupling is a noticeable fraction of the mode frequency. Which projection is wrong, why, by how much, and under what conditions does the other one hold?

## Answer

### The model and its two forms

The particle has mass $m$ and charge $q$ and moves in one dimension in $V=-\mu x^2/2+\kappa x^4/4$. With the length unit $\ell=(\hbar^2/m\kappa)^{1/6}$ and the energy unit $e_0=\hbar^2/m\ell^2$, the kinetic and quartic terms carry no parameter, and

$$H_m=\frac{p^2}{2}-\frac{\beta x^2}{2}+\frac{x^4}{4},\qquad \beta=\frac{\mu\ell^2}{e_0},\qquad [x,p]=i .$$

From here on $\hbar=m=1$. The eigenstates are $|n\rangle$ with energies $E_n$, counted from $E_0=0$, and $\omega_{nk}=E_n-E_k$. The potential is even, so the states of this one-dimensional problem alternate in parity: $x$ and $p$ connect only levels of opposite parity, and $x^2$ only levels of the same parity.

The field is a single mode of frequency $\omega$ in the long-wavelength limit, so the vector potential does not depend on $x$. It is written $qA=\lambda X$ with $X=a+a^\dagger$ and $[a,a^\dagger]=1$. All electrostatic energy is contained in $V$. The Coulomb-gauge Hamiltonian is

$$H_C=\frac{(p-\lambda X)^2}{2}+V+\omega a^\dagger a=H_m+\omega a^\dagger a-\lambda pX+DX^2,\qquad D=\frac{\lambda^2}{2}.$$

The dipole gauge is reached with $U=e^{-i\lambda xX}$. The expansion $e^{S}Oe^{-S}=O+[S,O]+\tfrac12[S,[S,O]]+\dots$ with $S=-i\lambda xX$ ends after the first commutator for both $p$ and $a$, because that commutator commutes with $S$:

$$UpU^\dagger=p-i\lambda X[x,p]=p+\lambda X,\qquad UaU^\dagger=a-i\lambda x[X,a]=a+i\lambda x ,$$

where $[X,a]=[a^\dagger,a]=-1$. The operators $x$ and $X$ commute with $U$. Hence $p-\lambda X\to p$, and $a^\dagger a\to(a^\dagger-i\lambda x)(a+i\lambda x)=a^\dagger a+i\lambda x(a^\dagger-a)+\lambda^2x^2$. With $Y=i(a^\dagger-a)$,

$$H_D=UH_CU^\dagger=H_m+\omega a^\dagger a+\omega\lambda\,xY+\omega\lambda^2x^2 .$$

The two operators have the same eigenvalues. The disagreement asked about can therefore not be a fault of either gauge. It comes from the projector $P=|0\rangle\langle0|+|1\rangle\langle1|$, which does not commute with $U$, so that $PH_CP$ and $PH_DP$ restrict the same physical Hamiltonian to two different subspaces.

### Two exact relations for the matter levels

The potential commutes with $x$, so $[H_m,x]=\tfrac12\left(p[p,x]+[p,x]p\right)=-ip$. The matrix element of the left side between $\langle n|$ and $|k\rangle$ is $(E_n-E_k)x_{nk}$, which gives

$$p_{nk}=i\,\omega_{nk}\,x_{nk}.$$

What grows with the level spacing is the ratio $|p_{nk}/x_{nk}|$. The elements $|p_{nk}|$ themselves cannot grow for ever, since $\sum_n|p_{nk}|^2=\langle k|p^2|k\rangle$ is finite. In a double well with an isolated doublet, such as the case $\beta=3$ worked out below, they rise from a small value inside the doublet, where $\omega_{10}$ is a tunnelling splitting, to a maximum at the first allowed level outside it, and then fall.

The second relation comes from the double commutator. On one side $[x,[H_m,x]]=-i[x,p]=1$. On the other, $[x,[H_m,x]]=2xH_mx-x^2H_m-H_mx^2$, whose diagonal element in $|k\rangle$ is $2\sum_nE_n|x_{nk}|^2-2E_k\sum_n|x_{nk}|^2$. This is the Thomas–Reiche–Kuhn (TRK) sum rule,

$$\sum_n2\,\omega_{nk}|x_{nk}|^2=1 .$$

Let $f=2\omega_{10}|x_{10}|^2$ be the oscillator strength of the doublet transition. For $k=0$ the term $n=1$ is $+f$, and for $k=1$ the term $n=0$ is $-f$ because $\omega_{01}=-\omega_{10}$. The levels outside $P$ carry the rest:

$$\sum_{n\ge2}2\omega_{n0}|x_{n0}|^2=1-f,\qquad\sum_{n\ge2}2\omega_{n1}|x_{n1}|^2=1+f .$$

All terms of the first sum are non-negative, so $f\le1$. In a deep double well $|x_{10}|$ is close to the position of a minimum while $\omega_{10}$ is exponentially small, so $f\ll1$: the two retained levels hold nearly all of the dipole moment and little of the oscillator strength.

### The three two-level models

Choose the phases so that $x_{10}=x_{01}>0$, and set $\sigma_z=|1\rangle\langle1|-|0\rangle\langle0|$, $\sigma_x=|1\rangle\langle0|+|0\rangle\langle1|$, $\sigma_y=-i|1\rangle\langle0|+i|0\rangle\langle1|$. Then $PxP=x_{10}\sigma_x$. From $p_{10}=i\omega_{10}x_{10}$ and $p_{01}=-i\omega_{10}x_{10}$ follows $PpP=-\omega_{10}x_{10}\sigma_y$. The dimensionless coupling is $\eta=\lambda x_{10}$. Since $1/(2x_{10}^2)=\omega_{10}/f$,

$$D=\frac{\eta^2}{2x_{10}^2}=\frac{\eta^2\omega_{10}}{f}.$$

Model C is the projection of the Coulomb Hamiltonian,

$$PH_CP=\omega a^\dagger a+\frac{\omega_{10}}{2}(\sigma_z+1)+g_C\,\sigma_yX+DX^2,\qquad g_C=\eta\,\omega_{10}.$$

Model D is the projection of the dipole Hamiltonian,

$$PH_DP=\omega a^\dagger a+\frac{\omega_{10}}{2}(\sigma_z+1)+g_D\,\sigma_xY+\omega\lambda^2Px^2P,\qquad g_D=\eta\,\omega ,$$

where $Px^2P$ is diagonal by parity, with entries $\langle x^2\rangle_{00}$ and $\langle x^2\rangle_{11}$. Model R replaces $Px^2P$ by $(PxP)^2=x_{10}^2$, which turns the last term into the constant $\omega\eta^2$ and leaves the quantum Rabi model. Models C and D restrict a Hamiltonian to a subspace, so their ground energies are upper bounds on the exact one by the variational principle. Model R is not a restriction and obeys no such bound. On resonance, $\omega=\omega_{10}$, the couplings $g_C$ and $g_D$ are equal, and all three models give the same splitting $2\eta\omega$ at first order in $\eta$. Their levels differ from order $\eta^2$ on, and the splitting of the resonant doublet from order $\eta^3$ on.

### The mechanism

Suppose first that the mode is slow compared with every matter frequency, so that $X$ acts as a fixed number. A constant vector potential has no physical effect on a bound particle: $(p-\lambda X)^2/2+V=e^{i\lambda xX}H_me^{-i\lambda xX}$ has the levels $E_k$ for every $X$. In perturbation theory this independence is a cancellation. The shift of level $k$ at order $\lambda^2$ is

$$DX^2-\lambda^2X^2\sum_{n\ne k}\frac{|p_{nk}|^2}{\omega_{nk}}=\frac{\lambda^2X^2}{2}\Big(1-\sum_n2\omega_{nk}|x_{nk}|^2\Big)=0 ,$$

by $|p_{nk}|^2=\omega_{nk}^2|x_{nk}|^2$ and the sum rule. Each level $n$ contributes $|p_{nk}|^2/\omega_{nk}=\omega_{nk}|x_{nk}|^2$. The energy denominator removes one power of the spacing, the squared momentum element supplies two, and one power is left in the numerator. Distance in energy does not suppress a level's share; its share is its oscillator strength. The projection $PH_CP$ keeps the whole diamagnetic term $DX^2$ and drops the part $D(1\mp f)X^2$ of the term that cancels it. For small $f$ that is nearly the whole of it.

In the dipole gauge the cancellation has been carried out exactly by $U$ before any truncation. The remaining linear coupling $\omega\lambda xY$ is the dipole times the field, and it carries the small frequency $\omega$ where the Coulomb coupling carries the large frequency $\omega_{nk}$.

The same difference shows in the wave function. At first order in $\lambda$ the state $|0,0\rangle$ (matter level first, photon number second) mixes with $|n,1\rangle$, which lies $\omega_{n0}+\omega$ higher. With $|\langle1|X|0\rangle|=|\langle1|Y|0\rangle|=1$ the amplitudes have the moduli

$$c_n^C=\frac{\lambda\,\omega_{n0}|x_{n0}|}{\omega_{n0}+\omega},\qquad c_n^D=\frac{\lambda\,\omega\,|x_{n0}|}{\omega_{n0}+\omega}.$$

For $\omega\ll\omega_{n0}$ the first tends to $\lambda|x_{n0}|$, with no trace of the gap, and the second falls as $\omega/\omega_{n0}$.

### The error at order $\lambda^2$

Take $H_0=H_m+\omega a^\dagger a$ and a state $|k,N\rangle$ with $k\in\{0,1\}$ that is, for the moment, not degenerate with any state it couples to. The linear couplings change $N$ by one and have no diagonal element. They reach $|n,N+1\rangle$, at energy distance $\omega_{nk}+\omega$, with squared photon element $N+1$, and $|n,N-1\rangle$, at distance $\omega_{nk}-\omega$, with squared element $N$, for $X$ and for $Y$ alike. Define

$$B_n=\frac{N+1}{\omega_{nk}+\omega}+\frac{N}{\omega_{nk}-\omega}.$$

The quadratic terms enter at first order. From $X^2=a^2+a^{\dagger2}+2a^\dagger a+1$ comes $\langle N|X^2|N\rangle=2N+1$, and from completeness $\langle x^2\rangle_{kk}=\sum_n|x_{nk}|^2$. The shifts at order $\lambda^2$ are

$$\Delta E_C=\frac{\lambda^2}{2}(2N+1)-\lambda^2\sum_n|x_{nk}|^2\omega_{nk}^2B_n,\qquad \Delta E_D=\omega\lambda^2\sum_n|x_{nk}|^2-\lambda^2\sum_n|x_{nk}|^2\omega^2B_n .$$

These must agree, and they do so level by level. Replace the factor $\tfrac12$ in the first by $\sum_n\omega_{nk}|x_{nk}|^2$, which the sum rule allows, and write $W=\omega_{nk}$. Level $n$ then contributes $\lambda^2|x_{nk}|^2$ times $(2N+1)W-W^2B_n$. Splitting $2N+1=(N+1)+N$,

$$(N+1)\Big[W-\frac{W^2}{W+\omega}\Big]+N\Big[W-\frac{W^2}{W-\omega}\Big]=(N+1)\frac{W\omega}{W+\omega}-N\frac{W\omega}{W-\omega}.$$

In the dipole gauge the factor is $\omega-\omega^2B_n$. Splitting $1=(N+1)-N$,

$$(N+1)\Big[\omega-\frac{\omega^2}{W+\omega}\Big]-N\Big[\omega+\frac{\omega^2}{W-\omega}\Big]=(N+1)\frac{W\omega}{W+\omega}-N\frac{W\omega}{W-\omega}.$$

The physical effect of level $n$ is the same in both gauges and is of size $\lambda^2|x_{nk}|^2\omega$ when $W\gg\omega$. In the Coulomb gauge it is the difference of two terms of size $\lambda^2|x_{nk}|^2W$.

A projected model keeps the diagonal elements of the quadratic term in full and keeps only the term $n\in\{0,1\}$ of the second-order sum. The error $\varepsilon=E_{\rm truncated}-E_{\rm exact}$ is therefore minus the dropped terms:

$$\varepsilon_C=\lambda^2\sum_{n\ge2}|x_{nk}|^2\,\omega_{nk}^2B_n,\qquad\varepsilon_D=\lambda^2\sum_{n\ge2}|x_{nk}|^2\,\omega^2B_n .$$

Model R also lacks $\omega\lambda^2\big(\langle x^2\rangle_{kk}-x_{10}^2\big)=\omega\lambda^2\sum_{n\ge2}|x_{nk}|^2$, so

$$\varepsilon_R=\varepsilon_D-\omega\lambda^2\sum_{n\ge2}|x_{nk}|^2=-\lambda^2\sum_{n\ge2}|x_{nk}|^2\left(\omega-\omega^2B_n\right).$$

For each discarded level the errors of C and D stand in the ratio $(\omega_{nk}/\omega)^2$. Let $\omega_{\min}$ be the smallest spacing to a discarded level that parity allows: $\omega_{30}$ for $k=0$ and $\omega_{21}$ for $k=1$. If $\omega<\omega_{\min}$, or if $N=0$, every $B_n$ is positive. The ratio $\varepsilon_C/\varepsilon_D$ is then a mean of the numbers $(\omega_{nk}/\omega)^2$ with the positive weights $|x_{nk}|^2B_n$, and it is at least the smallest of them:

$$\varepsilon_D\le\Big(\frac{\omega}{\omega_{\min}}\Big)^2\varepsilon_C .$$

### Size of each error for a slow mode

Let $\omega<\omega_{\min}$. The quantity $WB_n/(2N+1)$ is a mean of $W/(W+\omega)$ and $W/(W-\omega)$ with weights $(N+1)/(2N+1)$ and $N/(2N+1)$. These two numbers differ from 1 by $\omega/(W+\omega)$ and $\omega/(W-\omega)$, both at most $\omega/(\omega_{\min}-\omega)$. Writing $\varepsilon_C=\lambda^2(2N+1)\sum_{n\ge2}\omega_{nk}|x_{nk}|^2\cdot WB_n/(2N+1)$ and using the sum-rule remainders,

$$\varepsilon_C=D\,(1\mp f)(2N+1)(1+\delta),\qquad|\delta|\le\frac{\omega}{\omega_{\min}-\omega},$$

with the upper sign for $k=0$ and the lower for $k=1$. The positions of the discarded levels have dropped out, apart from the correction $\delta$. Relative to the mode frequency the scale is $D/\omega=\eta^2\omega_{10}/(f\omega)$, which is $\eta^2/f$ on resonance. Deepening the well at fixed $\eta$ and fixed $\omega/\omega_{10}$ lowers $f$ and raises the error: at this order, the better isolated the doublet of a double well, the worse model C.

For model D, $B_n\approx(2N+1)/\omega_{nk}$ gives $\varepsilon_D\approx\tfrac12(2N+1)\,\omega^2\lambda^2\alpha_k'$ with $\alpha_k'=2\sum_{n\ge2}|x_{nk}|^2/\omega_{nk}$, the static polarizability (per $q^2$) due to the discarded levels. What model D misses at this order is the lowering of the mode frequency by $\omega^2\lambda^2\alpha'_k$ that this residual polarizability produces. On resonance the inequality above gives $\varepsilon_D/\omega\le\eta^2(1\mp f)(2N+1)(1+\delta)\,\omega_{10}/(2x_{10}^2\omega_{\min}^2)$, where $1/f=1/(2\omega_{10}x_{10}^2)$ has been used. In a deep well, where $f\ll1$ and where $x_{10}$ and $\omega_{\min}$ vary slowly with the depth compared with $\omega_{10}$, the bound scales roughly as $\omega_{10}$ and $\varepsilon_C/\omega$ roughly as $1/\omega_{10}$.

For model R the extra term obeys $\omega\lambda^2\sum_{n\ge2}|x_{nk}|^2\le(\omega/\omega_{\min})\lambda^2\sum_{n\ge2}\omega_{nk}|x_{nk}|^2=(\omega/\omega_{\min})D(1\mp f)$. This bound lies below the Coulomb scale $D(1\mp f)$ by one power of $\omega/\omega_{\min}$, not two, and it is nearly reached when the lowest allowed level dominates the sum: for $\beta=3$ and $k=0$ below, the term is $0.0577\,\eta^2\omega$ against the bound $1.677/28.50=0.0588$. The term does not depend on $N$, so it shifts the doublet splitting and leaves the photon ladder alone.

### Resonance

At $\omega=\omega_{10}$ the states $|1,N\rangle$ and $|0,N+1\rangle$ are degenerate, and the shifts are the eigenvalues of a $2\times2$ effective Hamiltonian. The term $n\in\{0,1\}$ that became singular is treated exactly there and is common to the exact and the truncated problem. The difference between the two at order $\lambda^2$ comes from the discarded levels. It has no off-diagonal element: two actions of the linear coupling change $N$ by $0$ or $\pm2$, as do the quadratic terms, while the two states differ by one photon. The difference is the diagonal matrix with entries $\varepsilon(1,N)$ and $\varepsilon(0,N+1)$. A matrix with diagonal $d_1,d_2$ and off-diagonal modulus $g$ has the eigenvalues $\tfrac12(d_1+d_2)\pm\sqrt{g^2+\tfrac14(d_1-d_2)^2}$. Here $g\propto\eta$ and $d_1-d_2\propto\eta^2$, so the root equals $g$ up to order $\eta^3$, and each member of the doublet errs by the mean of the two diagonal errors at order $\eta^2$.

For model C with $\delta$ neglected, the error of the excitation energy of this doublet, measured from the ground state, is

$$D\Big[\tfrac12(2N+1)(1+f)+\tfrac12(2N+3)(1-f)-(1-f)\Big]=D\big[(2N+2-f)-1+f\big]=(2N+1)\,D .$$

The lowest doublet is too high by $D$ and the next by $3D$.

### What the discarded levels do to the diamagnetic term

The same elimination can be written as an operator on the two-level space. The second-order effective Hamiltonian has elements between $|k',N'\rangle$ and $|k,N\rangle$ built from $\lambda^2p_{k'n}p_{nk}\langle N'|X|M\rangle\langle M|X|N\rangle$ over energy denominators $\omega_{nk}\pm\omega$. For $k'\ne k$ it vanishes, since no level $n$ has parity opposite to both $0$ and $1$. For $k'=k$ and $\omega\ll\omega_{\min}$ the denominators are $\omega_{nk}$, the sum over $M$ closes to $X^2$, and the correction is $-\lambda^2X^2\sum_{n\ge2}\omega_{nk}|x_{nk}|^2=-D(1\mp f)X^2$. Added to $DX^2$ it leaves $+fDX^2$ for $k=0$ and $-fDX^2$ for $k=1$:

$$DX^2\;\longrightarrow\;-fD\,\sigma_zX^2=-\omega_{10}\eta^2\sigma_zX^2 .$$

The correct quadratic term of a Coulomb-gauge two-level model, at order $\lambda^2$ and leading order in $\omega/\omega_{\min}$, is smaller than $D$ by the factor $f$ and changes sign with the matter state.

This term is the start of a closed expression. Model R can be written

$$H_R=\omega\,(a^\dagger-i\eta\sigma_x)(a+i\eta\sigma_x)+\frac{\omega_{10}}{2}(\sigma_z+1),$$

as multiplying out with $\sigma_x^2=1$ shows. Transform it back with the inverse of $U$ built from the projected coordinate, $T=e^{i\lambda PxP\,X}=e^{i\eta\sigma_xX}$. The commutator rule gives $TaT^\dagger=a+i\eta\sigma_x[X,a]=a-i\eta\sigma_x$, so $T(a+i\eta\sigma_x)T^\dagger=a$. Since $\sigma_z$ anticommutes with $\sigma_x$ and commutes with $X$, $\sigma_zT^\dagger=T\sigma_z$, and $T\sigma_zT^\dagger=e^{2i\eta\sigma_xX}\sigma_z=\sigma_z\cos2\eta X+i\sigma_x\sigma_z\sin2\eta X$. With $\sigma_x\sigma_z=-i\sigma_y$,

$$TH_RT^\dagger=\omega a^\dagger a+\frac{\omega_{10}}{2}\big[1+\sigma_z\cos2\eta X+\sigma_y\sin2\eta X\big].$$

Its term linear in $\eta$ is $\omega_{10}\eta\,\sigma_yX=g_C\sigma_yX$, as in model C, and its quadratic term is $-\omega_{10}\eta^2\sigma_zX^2$, the one just derived. For fixed $X$ its matter levels are $0$ and $\omega_{10}$ whatever the value of $X$, as a constant vector potential requires. It has the spectrum of model R, and so it has the error $\varepsilon_R$. A two-level model in Coulomb form exists; the plain projection $PH_CP$ is not that model.

At order $\lambda^2$, the plain Coulomb projection fails because it keeps the whole diamagnetic term but drops part of what cancels it, while for a mode slow compared with the discarded transitions the dipole projection has a much smaller error. What remains is the behaviour beyond perturbation theory, the numerical check, and the conditions under which the dipole truncation holds.

Numerical values quoted here were computed with a short program.
